# A lower bound on filament channels from conductance and shot noise: a program that tests the result

```python
# Result under test: a coherent filament with conductance g (units 2e^2/h)
# and zero-temperature Fano factor F has N >= g/(1-F) spin-degenerate channels.
# transmissions: eigenvalues T_n; g = sum T_n; F = sum T_n(1-T_n) / sum T_n.
# Noise is one-sided, so independent charge transfers give S = 2 e I.
# Energies in the transport integrals are in eV; lattice tests use hbar = hopping = 1.
import math
import numpy as np
from scipy.constants import e, h, k
from scipy.integrate import trapezoid
from scipy.special import expit

rng = np.random.default_rng(12)
G0 = 2 * e**2 / h


def g_and_fano(transmissions):
    values = np.asarray(transmissions, dtype=float)
    g = values.sum()
    return g, np.sum(values * (1 - values)) / g


def whole_channels(bound):
    return math.ceil(bound - 1e-9)


# Microscopic test of charge counting: evolve free fermions on a chain.
# The central two-site scatterer has energy-independent transmission.
def chain_transfer_rates(transmission, f_left, f_right):
    half = 300
    size = 2 * half
    ham = np.diag(np.ones(size - 1), 1)
    ham = ham + ham.T
    ham[half - 1, half] = ham[half, half - 1] = math.sqrt(transmission)
    ham[half - 1, half - 1] = math.sqrt(1 - transmission)
    ham[half, half] = -math.sqrt(1 - transmission)
    energies, vectors = np.linalg.eigh(ham)
    occupation = np.r_[np.full(half, f_left), np.full(half, f_right)]
    right = np.r_[np.zeros(half), np.ones(half)]
    times = (60.0, 140.0)
    moments = []
    for time in times:
        evolution = (vectors * np.exp(-1j * energies * time)) @ vectors.T
        transfer = evolution.conj().T @ (right[:, None] * evolution)
        transfer -= np.diag(right)
        mean = np.real(np.diag(transfer)) @ occupation
        variance = (1 - occupation) @ np.abs(transfer)**2 @ occupation
        moments.append((mean, variance))
    return (np.array(moments[1]) - moments[0]) / (times[1] - times[0])


chain_errors = []
for t_value, fl, fr in [(0.6, 1.0, 0.0), (0.3, 1.0, 0.0), (0.6, 0.8, 0.3)]:
    measured = chain_transfer_rates(t_value, fl, fr)
    attempt_rate = 4 / (2 * math.pi)
    predicted = attempt_rate * np.array([
        t_value * (fl - fr),
        t_value * (fl * (1 - fr) + fr * (1 - fl))
        - t_value**2 * (fl - fr)**2])
    chain_errors.extend(np.abs(measured / predicted - 1))
# Finite-time fronts leave logarithmic corrections to the variance.
assert max(chain_errors) < 0.03


# Scattering test: count propagating lead modes independently of transmission.
def strip_result(energy, disorder):
    width, length = 6, 6
    q = np.arange(1, width + 1)
    modes = math.sqrt(2 / (width + 1)) * np.sin(
        np.pi * np.outer(q, q) / (width + 1))
    x = (energy - 2 * np.cos(np.pi * q / (width + 1))).astype(complex)
    is_open = np.abs(x.real) < 2
    root = np.where(is_open, 1j * np.sqrt(4 - x**2),
                    np.sign(x.real) * np.sqrt(x**2 - 4))
    sigma = modes @ np.diag((x - root) / 2) @ modes.T
    gamma = 1j * (sigma - sigma.conj().T)
    hop_y = np.diag(np.ones(width - 1), 1)
    hop_x = np.diag(np.ones(length - 1), 1)
    ham = np.kron(np.eye(length), hop_y + hop_y.T)
    ham = ham + np.kron(hop_x + hop_x.T, np.eye(width))
    ham = ham + np.diag(disorder * rng.uniform(-1, 1, width * length))
    inverse = energy * np.eye(width * length) - ham.astype(complex)
    inverse[:width, :width] -= sigma
    inverse[-width:, -width:] -= sigma
    green = np.linalg.inv(inverse)[:width, -width:]
    product = gamma @ green @ gamma @ green.conj().T
    g = np.trace(product).real
    fano = 1 - np.trace(product @ product).real / g
    return g, fano, int(is_open.sum())


strip_ratios = []
for energy in (0.7, 1.5, 2.5):
    g, fano, count = strip_result(energy, 0.0)
    assert abs(g - count) < 1e-8 and abs(fano) < 1e-8
    for disorder in (0.3, 1.0, 2.0):
        for _ in range(10):
            g, fano, count = strip_result(energy, disorder)
            strip_ratios.append(g / (1 - fano) / count)
assert max(strip_ratios) <= 1 + 1e-9


# At fixed g and F, mix equal transmissions with the most unequal allowed set.
def construct_channels(g, fano, count):
    equal = np.full(count, g / count)
    packed = np.clip(g - np.arange(count), 0, 1)
    square_min = equal @ equal
    square_max = packed @ packed
    if square_max - square_min < 1e-12:
        return equal
    fraction = (g * (1 - fano) - square_min) / (square_max - square_min)
    mix = math.sqrt(max(0.0, fraction))
    return equal + mix * (packed - equal)


for _ in range(2000):
    count = int(rng.integers(1, 7))
    sample = rng.uniform(0.01, 1, count)**rng.choice([0.3, 1.0, 3.0])
    g, fano = g_and_fano(sample)
    bound = g / (1 - fano)
    assert bound <= count + 1e-9
    spread = np.std(sample) / np.mean(sample)
    assert abs(bound - count / (1 + spread**2)) < 1e-9
    remainder = g - math.floor(g)
    assert fano >= remainder * (1 - remainder) / g - 1e-10
    minimum = whole_channels(bound)
    for trial_count in (minimum, minimum + 2):
        built = construct_channels(g, fano, trial_count)
        assert built.min() >= -1e-10 and built.max() <= 1 + 1e-10
        assert np.allclose(g_and_fano(built), (g, fano), atol=1e-8)


# Integrate current and noise from contact occupations and transmission.
def transport(transmissions, voltage, temperature, slope=0.0):
    thermal = k * temperature / e
    edge = voltage / 2 + 40 * thermal
    energy = np.linspace(-edge, edge, 20001)
    left = expit(-(energy - voltage / 2) / thermal)
    right = expit(-(energy + voltage / 2) / thermal)
    values = np.asarray(transmissions)[:, None]
    through = expit(np.log(values / (1 - values)) + slope * energy)
    current = G0 * trapezoid(through.sum(0) * (left - right), energy)
    variance = through * (left * (1 - right) + right * (1 - left))
    variance = variance - through**2 * (left - right)**2
    noise = 2 * G0 * e * trapezoid(variance.sum(0), energy)
    return current, noise


def thermal_factor(voltage, temperature):
    x = e * voltage / (2 * k * temperature)
    return 1 / math.tanh(x) - 1 / x


def infer(current, noise, voltage, temperature):
    conductance = current / voltage
    excess = noise - 4 * k * temperature * conductance
    factor = thermal_factor(voltage, temperature)
    fano = excess / (2 * e * current * factor)
    return conductance / G0, fano


channels = np.array([0.9, 0.6, 0.3])
voltage, temperature = 0.1, 300.0
g_true, f_true = g_and_fano(channels)
current, noise = transport(channels, voltage, temperature)
g, fano = infer(current, noise, voltage, temperature)
assert abs(g - g_true) < 1e-7 and abs(fano - f_true) < 1e-7
x = e * voltage / (2 * k * temperature)
closed_noise = 2 * G0 * (
    e * voltage / math.tanh(x) * np.sum(channels * (1 - channels))
    + 2 * k * temperature * np.sum(channels**2))
assert abs(noise / closed_noise - 1) < 1e-7
bound = g / (1 - fano)
assert whole_channels(bound) == 3
five = construct_channels(g, fano, 5)
assert np.allclose(g_and_fano(five), (g, fano), atol=1e-8)
raw_fano = noise / (2 * e * current)
raw_bound = g / (1 - raw_fano)
assert whole_channels(raw_bound) > len(channels)

# Zero-temperature window averages with strongly energy-dependent channels.
window = np.linspace(-0.5, 0.5, 10001)
wide = expit(np.log(0.6 / 0.4) + 10 * window)
mean_t = trapezoid(wide, window)
mean_square = trapezoid(wide**2, window)
wide_g = 3 * mean_t
wide_f = 1 - mean_square / mean_t
wide_bound = wide_g / (1 - wide_f)
assert wide_bound < 3

# Size effects omitted from the constant-transmission measurement model.
slope = 3.0
i_energy, s_energy = transport(channels, voltage, temperature, slope)
g_energy, f_energy = infer(i_energy, s_energy, voltage, temperature)
series_resistance = 500.0
conductance = g * G0
division = 1 + conductance * series_resistance
i_series, s_filament = transport(channels, voltage / division, temperature)
s_series = (s_filament + 4 * k * temperature * series_resistance
            * conductance**2) / division**2
g_series, f_series = infer(i_series, s_series, voltage, temperature)
assert g_series < g and f_series < fano
heating = 10.0
i_hot, s_hot = transport(channels, voltage, temperature + heating)
g_hot, f_hot = infer(i_hot, s_hot, voltage, temperature)
assert f_hot > fano
flicker_strength, frequency = 1e-7, 30e6
flicker = flicker_strength * current**2 / frequency
g_flicker, f_flicker = infer(current, noise + flicker, voltage, temperature)
assert whole_channels(g_flicker / (1 - f_flicker)) > len(channels)
excess = noise - 4 * k * temperature * conductance
clean_frequency = flicker_strength * current**2 / (0.01 * excess)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Chosen transmissions:", " ".join(f"{t:.1f}" for t in channels))
show("Read voltage", voltage, "V", 2)
show("Temperature", temperature, "K", 0)
show("Conductance quantum 2e^2/h", G0 * 1e6, "uS")
show("Conductance", conductance * 1e6, "uS", 2)
show("Resistance", 1e-3 / conductance, "kohm", 3)
show("Current", current * 1e6, "uA", 3)
show("g", g)
show("Sum of squared transmissions", np.sum(channels**2))
show("F after thermal correction", fano)
show("Channel bound g/(1-F)", bound)
print("Smallest whole channel count:", whole_channels(bound))
show("Largest F with 2 channels at this g", 1 - g / 2)
show("Largest F with 3 channels at this g", 1 - g / 3)
remainder = g - math.floor(g)
show("Smallest possible F at this g", remainder * (1 - remainder) / g)
print("Five channels with same g and F:", " ".join(f"{t:.4f}" for t in five))
show("eV/(2kT)", x)
show("Thermal factor coth(x)-1/x", thermal_factor(voltage, temperature))
print(f"Total noise: {noise:.4e} A^2/Hz")
print(f"Equilibrium noise 4kTG: {4*k*temperature*conductance:.4e} A^2/Hz")
print(f"Excess noise: {excess:.4e} A^2/Hz")
show("Uncorrected S/(2eI)", raw_fano)
show("False bound from uncorrected noise", raw_bound)
print("False whole channel count:", whole_channels(raw_bound))
show("Energy slope of transmission logit", slope, "1/eV", 1)
show("Energy-dependent case, inferred g", g_energy)
show("Energy-dependent case, inferred F", f_energy)
show("Energy-dependent case, bound", g_energy / (1 - f_energy))
show("Series resistance", series_resistance, "ohm", 0)
show("Series case, inferred g", g_series)
show("Series case, inferred F", f_series)
show("Series case, bound", g_series / (1 - f_series))
show("Unrecognized heating", heating, "K", 0)
show("Heated case, inferred F", f_hot)
show("Heated case, bound", g_hot / (1 - f_hot))
print(f"Assumed flicker strength f*S/I^2: {flicker_strength:.1e}")
show("Flicker test frequency", frequency / 1e6, "MHz", 0)
show("Flicker case, inferred F", f_flicker)
show("Flicker case, false bound", g_flicker / (1 - f_flicker))
show("Frequency for flicker at 1% of excess", clean_frequency / 1e9, "GHz", 3)
show("Photon energy at that frequency", h * clean_frequency / e * 1e3, "meV")
show("Thermal energy kT", k * temperature / e * 1e3, "meV", 2)
show("Zero-temperature 1 V test, 3 channels, slope 10/eV: bound", wide_bound)
show("Largest chain-rate deviation", 100 * max(chain_errors), "%", 3)
show("Largest disordered-strip bound / open modes", max(strip_ratios))
print("every check passed")
```

It prints:

```
Chosen transmissions: 0.9 0.6 0.3
Read voltage: 0.10 V
Temperature: 300 K
Conductance quantum 2e^2/h: 77.4809 uS
Conductance: 139.47 uS
Resistance: 7.170 kohm
Current: 13.947 uA
g: 1.8000
Sum of squared transmissions: 1.2600
F after thermal correction: 0.3000
Channel bound g/(1-F): 2.5714
Smallest whole channel count: 3
Largest F with 2 channels at this g: 0.1000
Largest F with 3 channels at this g: 0.4000
Smallest possible F at this g: 0.0889
Five channels with same g and F: 0.8627 0.7056 0.0772 0.0772 0.0772
eV/(2kT): 1.9341
Thermal factor coth(x)-1/x: 0.5256
Total noise: 3.0154e-24 A^2/Hz
Equilibrium noise 4kTG: 2.3106e-24 A^2/Hz
Excess noise: 7.0473e-25 A^2/Hz
Uncorrected S/(2eI): 0.6747
False bound from uncorrected noise: 5.5339
False whole channel count: 6
Energy slope of transmission logit: 3.0 1/eV
Energy-dependent case, inferred g: 1.7995
Energy-dependent case, inferred F: 0.2995
Energy-dependent case, bound: 2.5690
Series resistance: 500 ohm
Series case, inferred g: 1.6827
Series case, inferred F: 0.2505
Series case, bound: 2.2449
Unrecognized heating: 10 K
Heated case, inferred F: 0.3263
Heated case, bound: 2.6717
Assumed flicker strength f*S/I^2: 1.0e-07
Flicker test frequency: 30 MHz
Flicker case, inferred F: 0.5760
Flicker case, false bound: 4.2453
Frequency for flicker at 1% of excess: 2.760 GHz
Photon energy at that frequency: 0.0114 meV
Thermal energy kT: 25.85 meV
Zero-temperature 1 V test, 3 channels, slope 10/eV: bound: 1.9816
Largest chain-rate deviation: 0.128 %
Largest disordered-strip bound / open modes: 0.9999
every check passed
```
